# The Two-Loop QED Coefficient B40 for S States of Hydrogen-Like Ions: a numerical check

```python
# Two-loop shift of hydrogenic nS levels (point nucleus), x = Z*alpha, L = ln x^-2:
#   dE = (alpha/pi)^2 alpha^2 Z^4 mu^3/n^3 [B40 + x B50 + O(x^2 L^3)] Hartree, mu = m_r/m.
# Tested: B40 = 4 F1' + F2(0) - 4 Pi'(0) is small (no logarithm, cancellation); the x^5 term comes
# from the cusp / two Coulomb exchanges, B50 = -(16/pi) int dk X(k)/k^4; x|B50| > B40 from Z = 4 on.
# Momenta k and masses M, lam in units of m c. v: pair velocity, a = sqrt(1-v^2), M = 2/a,
# Pi(k) = k^2 int dv w(v)/(4+a^2 k^2); w1: one loop, w2 = (2v/3) R1: Kallen-Sabry two loop.
# Inputs, not derived: B50 total, two-loop F1' and F2(0), R1, one-loop 10/9 and A50 self-energy.
import numpy as np, sympy as sp
from numpy import pi, log
from scipy.special import spence, gammainc, gammaincc, zeta, gamma
from scipy.integrate import quad
from scipy.constants import physical_constants as pc, alpha

def panels(edges, n):
    t, w = np.polynomial.legendre.leggauss(n)
    lo, hi = edges[:-1, None], edges[1:, None]
    return (0.5*(hi-lo)*t+0.5*(hi+lo)).ravel(), (0.5*(hi-lo)*w).ravel()
def logpanels(lo, hi, npan, n):
    return panels(np.concatenate(([0.0], np.geomspace(lo, hi, npan))), n)

z3 = zeta(3)
B50 = -21.5545
F1s2 = -4819/5184-49*pi**2/432+pi**2/2*log(2)-0.75*z3
F2_2 = 197/144+pi**2/12-pi**2/2*log(2)+0.75*z3
A50se = pi*(139/32-2*log(2))
# two-loop F2(0) against the CODATA anomaly; tolerance is the size of the three-loop term
ae2 = (pc['electron mag. mom. anomaly'][0]-alpha/(2*pi))/(alpha/pi)**2
assert abs(ae2-F2_2) < 2*alpha/pi

# explicit Dirac matrices: Pauli term in the Breit frame, propagator at p0 = m
sig = [np.array(s, complex) for s in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
I2, O2, I4 = np.eye(2), np.zeros((2, 2)), np.eye(4)
g0 = np.block([[I2, O2], [O2, -I2]]).astype(complex)
gs = [np.block([[O2, s], [-s, O2]]) for s in sig]
slash = lambda e, p: e*g0-sum(p[j]*gs[j] for j in range(3))
q = np.array([0.3, -0.7, 0.5]); Q2 = q@q; en = np.sqrt(1+Q2/4)
chi = np.array([0.6, 0.8j, 0, 0])
u_in, u_out = (slash(en, -q/2)+I4)@chi, (slash(en, q/2)+I4)@chi
ubar = u_out.conj()@g0
pauli = sum(1j*(0.5j*(g0@gs[j]-gs[j]@g0))*(-q[j])/2 for j in range(3))
assert abs((ubar@pauli@u_in)/(ubar@g0@u_in)+Q2/4) < 1e-12
prop = g0@np.linalg.inv(slash(1.0, q)-I4)@g0
assert np.allclose(prop[:2, :2], -2/Q2*I2, atol=1e-12)

# one-loop vertex with photon mass lam, in units alpha/pi
t, wt = logpanels(1e-16, 0.5, 45, 16)
z, u, wz = np.r_[t, 1-t], np.r_[1-t, t], np.r_[wt, wt]
def vertex(lam2):
    D = u**2+z*np.atleast_1d(lam2)[:, None]
    return 0.5*((u**3/3+u*z)/D+(1-4*z+z*z)*u**3/(6*D*D))@wz, (z*u*u/D)@wz
s5, f5 = vertex(1e-10); s6, _ = vertex(1e-12)
assert abs(s5[0]-(log(1e5)/3-1/8)) < 1e-4 and abs(f5[0]-0.5) < 1e-4   # remainder O(lam)
A41 = 4*(s6[0]-s5[0])/log(10)
assert abs(A41-4/3) < 2e-4

# spectral weights, v = sin(theta)
th, wth = panels(np.array([0.0, pi/2]), 400)
v, a = np.sin(th), np.cos(th); dv = wth*a
def R1(v, a):
    p = (a/(1+v))**2; lg = 2*log(2*v/(1+v))+np.log1p(p)
    return ((3-v*v)*(1+v*v)/2*(2*spence(2*v/(1+v))+spence(4*v/(1+v)**2)+log(p)*lg)
            - v*(3-v*v)*lg-(a*a/(1+v))*(33-39*v-17*v*v+7*v**3)/16*log(p)+3*v*(5-3*v*v)/8)
v0, eps = 1e-4, 1e-9      # threshold: first order of the Sommerfeld factor X/(1-exp(-X)), X = pi^2 eps/v
X = pi**2*eps/v0
somm = v0*(3-v0**2)/2*(X/(-np.expm1(-X))-1)/eps
assert abs(R1(v0, np.sqrt(1-v0**2))/somm-1) < 1e-3
assert abs(R1(np.sqrt(1-1e-8), 1e-4)-0.75) < 1e-6
w1, w2 = v*v*(1-v*v/3), 2*v/3*R1(v, a)
assert np.all(w2 > 0)
A40vp, A50vp = -w1@dv, 2*(w1*a)@dv
B40vp, B50ks = -w2@dv, 2*(w2*a)@dv
assert abs(A40vp+4/15) < 1e-10 and abs(A50vp-5*pi/48) < 1e-10
assert abs(B40vp+82/81) < 1e-7
# polarization loop inside the vertex photon: finite without any infrared regulator
sM, fM = vertex(4/a**2)
F1sevp, F2sevp = (w1/a**2*sM)@dv, (w1/a**2*fM)@dv
assert abs(F2sevp-(119/36-pi**2/3)) < 1e-6
assert abs(4*F1sevp+F2sevp-(-7/81+5*pi**2/216)) < 1e-6

# cusp term, symbolic, n = 1, 2, 3: n^3 <exp(-s r)/r> in powers of y = 1/s
r, y = sp.symbols('r y', positive=True)
for n in (1, 2, 3):
    P = sp.Poly(sp.expand(sp.assoc_laguerre(n-1, 1, 2*r/n)**2), r)
    mom = lambda k, b: sum(c*sp.factorial(j+k)/b**(j+k+1) for (j,), c in P.terms())
    f = sp.cancel(sp.together(n**3*mom(1, 1/y+sp.Rational(2, n))/mom(2, sp.Rational(2, n))))
    co = [sp.diff(f, y, j).subs(y, 0)/sp.factorial(j) for j in range(4)]
    assert co == [0, 0, 4, -16]
# Dirac 1S density r^(2g) exp(-2xr): Yukawa average, then slope of the shift in x
def yuk(x, M):
    g = np.sqrt(1-x*x); return (2*x)**(2*g+1)/(2*g*(M+2*x)**(2*g))
g = np.sqrt(1-0.09)
num = quad(lambda s: s**(2*g-1)*np.exp(-2.6*s), 0, 40)[0]*0.6**(2*g+1)/gamma(2*g+1)
assert abs(num/yuk(0.3, 2.0)-1) < 1e-7
xs = 1e-5
for w, c4, c5 in ((w1, A40vp, A50vp), (w2, B40vp, B50ks)):
    slope = (-(w/a**2*yuk(xs, 2/a))@dv/xs**3-c4)/xs
    assert abs(slope-c5) < 1e-3          # remainder O(x ln x)
    assert abs(c5/c4) < 2
# two-exchange integral over k
k, wk = logpanels(1e-4, 1e10, 60, 14)
den = 4+np.outer(k*k, a*a)
assert abs(-16/pi*2*((-a*a/(4*den))@(w2*dv))@wk-B50ks) < 1e-7
B50pp = -16/pi*3*(((1/den)@(w1*dv))**2)@wk
assert abs(B50pp+3*(w1*dv)@(1/(a[:, None]+a[None, :]))@(w1*dv)) < 1e-6
assert abs(B50pp+23*pi/378) < 1e-6
# exact second-order energy of -exp(-s r)/r in hydrogen 1S (Dalgarno-Lewis), b = s+2
def E2(b):
    rr, wr = logpanels(1e-3/b, 40, 70, 24)
    W = np.where(rr < 0.5, gammainc(3, 2*rr)-gammainc(2, b*rr), gammaincc(2, b*rr)-gammaincc(3, 2*rr))
    return -2*(16/b**4)*(W*W*np.exp(2*rr)/(4*rr*rr))@wr
s = 1e6
skel = -16/pi*s**-3*quad(lambda kk: 1/(1+kk*kk)**2, 0, np.inf)[0]
assert abs(E2(s+2)/skel-1) < 3e-4       # remainder O(ln s / s)
Dl = lambda b: E2(b)*b**4/16+b/4
clog = (Dl(1e6)-Dl(1e5))/log(10)
assert abs(clog+1) < 2e-3
B63 = clog*A41**2/6

# Bethe logarithm of 1S from oscillator strengths (Rydberg), checked by two sum rules
N = 4000; nn = np.arange(2, N+1.0)
fn = 256/3*np.exp(5*log(nn)+(2*nn-4)*np.log1p(-2/(nn+1))-8*log(nn+1)); dn = 1-nn**-2
tail = 256/3*np.exp(-4)/(2*(N+0.5)**2)
kc, wc = logpanels(1e-3, 1e12, 70, 16); dc = 1+kc*kc
fc = 128/3*np.exp(-4*np.arctan(kc)/kc)/(dc**4*(-np.expm1(-2*pi/kc)))*2*kc*wc
S0, S2 = fn.sum()+tail+fc.sum(), fn@dn**2+tail+fc@dc**2
assert abs(S0-1) < 1e-8 and abs(S2-16/3) < 1e-7
lnk0 = (fn@(dn**2*log(dn))+fc@(dc**2*log(dc)))/S2

B40 = 4*F1s2+F2_2+B40vp
B50vp = B50ks+B50pp; B40r, B50r = B40-B40vp, B50-B50vp
Zs, Zr = B40/(alpha*abs(B50)), B40r/(alpha*abs(B50r))
Zabs = (4*F1s2+abs(F2_2)+abs(B40vp))/(alpha*abs(B50))
assert 3 < Zs < 4 and Zr > 2*Zs
print(f"1/alpha = {1/alpha:.6f}; inputs: B50 = {B50}, A50(SE) = {A50se:.4f}")
print(f"inputs two-loop: F1' = {F1s2:.6f}, F2(0) = {F2_2:.6f}; from a_e: {ae2:.5f}")
print(f"one loop: A41 = {A41:.4f}, ln k0(1S) = {lnk0:.6f}, F1'(lam=1e-5) = {s5[0]:.4f}")
print(f"one loop VP: A40 = {A40vp:.6f}, A50 = {A50vp:.6f}, |ratio| = {abs(A50vp/A40vp):.3f}")
print(f"VP in vertex photon: F1' = {F1sevp:.6f}, F2 = {F2sevp:.6f}, B40 part = {4*F1sevp+F2sevp:.6f}")
print(f"B40 = {4*F1s2:.6f} {F2_2:+.6f} {B40vp:+.6f} = {B40:.6f}")
print(f"B40 two-photon self-energy part = {B40r-4*F1sevp-F2sevp:.6f}")
print(f"B50 VP: Kallen-Sabry {B50ks:.5f}, one-loop squared {B50pp:.5f}, sum {B50vp:.5f}")
print(f"|B50/B40|: Kallen-Sabry {abs(B50ks/B40vp):.3f}, rest {abs(B50r/B40r):.2f}, total {abs(B50/B40):.2f}")
print(f"rest: B40 = {B40r:.6f}, B50 = {B50r:.4f}; B50/pi total = {B50/pi:.4f}")
print(f"VP removes {100*abs(B40vp/B40r):.1f} % of B40 and {100*abs(B50vp/B50r):.1f} % of B50")
print(f"crossing Z: total {Zs:.3f}, rest alone {Zr:.2f}, no cancellation {Zabs:.1f}")
print(f"smallest crossing Z allowed by ratio <= 2: {0.5/alpha:.1f}")
print(f"A50 total = {A50se+A50vp:.4f}, |B50|/A50 = {abs(B50)/(A50se+A50vp):.2f}")
print(f"second-order log coefficient = {clog:.4f}, B63 leading-log estimate = {B63:.4f}")
print("Z, x, L, x*B50, ratio to B40, B40+x*B50, x^2 L^3 B63, one-loop lead, x*A50/lead")
for Z in range(1, 6):
    x = Z*alpha; L = -2*log(x); lead = 4/3*(L-lnk0)+10/9+A40vp
    net, l3, r1 = B40+x*B50, x*x*L**3*B63, x*(A50se+A50vp)/lead
    print(f"{Z} {x:.6f} {L:.3f} {x*B50:.4f} {abs(x*B50)/B40:.4f} {net:+.4f} {l3:.4f} {lead:.3f} {r1:.4f}")
    assert r1 < 0.1
    if Z == 4:
        assert net < 0 and 0.5 < l3/net < 2
Eh = pc['Hartree energy in eV'][0]; kHz = pc['electron volt-hertz relationship'][0]/1e3
print(f"Hartree = {Eh:.6f} eV, (alpha/pi)^2 alpha^2 Eh = {(alpha/pi)**2*alpha**2*Eh:.5e} eV")
print(f"reduced Compton wavelength = {alpha*pc['Bohr radius'][0]*1e10:.6f} angstrom")
for name, Z, key in (("H", 1, 'proton-electron mass ratio'), ("He+", 2, 'alpha particle-electron mass ratio')):
    mu3 = (1+1/pc[key][0])**-3
    pre = (alpha/pi)**2*alpha**2*Z**4*mu3*Eh
    print(f"{name}: mass ratio = {pc[key][0]:.3f}, mu^3 = {mu3:.6f}, 1S prefactor = {pre:.5e} eV")
    for n in (1, 2):
        e4, e5 = pre*B40/n**3, pre*Z*alpha*B50/n**3
        print(f"{name} {n}S: B40 {e4:.4e} eV, B50 {e5:.4e} eV, sum {e4+e5:.4e} eV")
        if n == 1:
            print(f"{name} 1S: B40 {e4*kHz:.1f} kHz, B50 {e5*kHz:.1f} kHz, sum {(e4+e5)*kHz:.1f} kHz")
print("finished without a failed check")
```

Output:

```
1/alpha = 137.035999; inputs: B50 = -21.5545, A50(SE) = 9.2911
inputs two-loop: F1' = 0.469941, F2(0) = -0.328479; from a_e: -0.32574
one loop: A41 = 1.3333, ln k0(1S) = 2.984129, F1'(lam=1e-5) = 3.7126
one loop VP: A40 = -0.266667, A50 = 0.327249, |ratio| = 1.227
VP in vertex photon: F1' = 0.031589, F2 = 0.015687, B40 part = 0.142043
B40 = 1.879766 -0.328479 -1.012346 = 0.538941
B40 two-photon self-energy part = 1.409244
B50 VP: Kallen-Sabry 1.59640, one-loop squared -0.19116, sum 1.40524
|B50/B40|: Kallen-Sabry 1.577, rest 14.80, total 39.99
rest: B40 = 1.551287, B50 = -22.9597; B50/pi total = -6.8610
VP removes 65.3 % of B40 and 6.1 % of B50
crossing Z: total 3.426, rest alone 9.26, no cancellation 20.5
smallest crossing Z allowed by ratio <= 2: 68.5
A50 total = 9.6184, |B50|/A50 = 2.24
second-order log coefficient = -1.0000, B63 leading-log estimate = -0.2963
Z, x, L, x*B50, ratio to B40, B40+x*B50, x^2 L^3 B63, one-loop lead, x*A50/lead
1 0.007297 9.840 -0.1573 0.2919 +0.3817 -0.0150 9.986 0.0070
2 0.014595 8.454 -0.3146 0.5837 +0.2244 -0.0381 8.138 0.0172
3 0.021892 7.643 -0.4719 0.8756 +0.0671 -0.0634 7.057 0.0298
4 0.029189 7.068 -0.6292 1.1674 -0.0902 -0.0891 6.289 0.0446
5 0.036487 6.622 -0.7865 1.4593 -0.2475 -0.1145 5.694 0.0616
Hartree = 27.211386 eV, (alpha/pi)^2 alpha^2 Eh = 7.81830e-09 eV
reduced Compton wavelength = 0.003862 angstrom
H: mass ratio = 1836.153, mu^3 = 0.998368, 1S prefactor = 7.80554e-09 eV
H 1S: B40 4.2067e-09 eV, B50 -1.2277e-09 eV, sum 2.9790e-09 eV
H 1S: B40 1017.2 kHz, B50 -296.9 kHz, sum 720.3 kHz
H 2S: B40 5.2584e-10 eV, B50 -1.5347e-10 eV, sum 3.7237e-10 eV
He+: mass ratio = 7294.300, mu^3 = 0.999589, 1S prefactor = 1.25041e-07 eV
He+ 1S: B40 6.7390e-08 eV, B50 -3.9336e-08 eV, sum 2.8054e-08 eV
He+ 1S: B40 16294.8 kHz, B50 -9511.3 kHz, sum 6783.5 kHz
He+ 2S: B40 8.4237e-09 eV, B50 -4.9170e-09 eV, sum 3.5068e-09 eV
finished without a failed check
```
